# Wegner's relation between conductivity and localization-length exponents from one-parameter scaling, part 2

The problem is how the conductivity $\sigma$ on the metallic side of a disorder-driven metal-insulator transition is related to the localization length $\xi_{\rm loc}$ on the insulating side. The electrons are non-interacting and at zero temperature, in $d>2$ dimensions.

The typical conductance of a cube of side $L$, the exponential of the disorder average of $\ln G$, is $g(L)$ in units of $G_u=2e^2/h$, and $x=\ln g$. One-parameter scaling assumes that $dx/d\ln L=\beta(x)$ depends on $x$ alone. The scaling function tends to $d-2$ at large $g$ and to $x+c$, with $c$ a constant, at small $g$. It has one zero, $x_c=\ln g_c$, where it is differentiable with positive slope $1/\nu$.

Scaling starts at a fixed microscopic length $L_0$, with $x_0=x(L_0)$ and $\delta=x_0-x_c$, positive in the metal and negative in the insulator. The carrier density $n$ enters through $\delta$, which passes linearly through zero at the critical density $n_c$.

The conductivity is the limit of $G_u\,g(L)L^{2-d}$ at large $L$, and the localization length is defined by $-\ln g(L)/L\to1/\xi_{\rm loc}$. By dimensions, $\sigma=G_uL_0^{2-d}S$ and $\xi_{\rm loc}=L_0F$, where $S$ and $F$ depend only on $x_0$, or equivalently on $\delta$. Near the transition $\sigma\simeq A\,G_uL_0^{2-d}\delta^{s}$ and $\xi_{\rm loc}\simeq B L_0|\delta|^{-\nu}$, with amplitudes $A$ and $B$ fixed by the whole scaling function.

In the metal, at any distance above the zero,

$$\frac{d\ln\sigma}{dx_0}=1-\left[1-\frac{d-2}{\beta(x_0)}\right]=\frac{d-2}{\beta(x_0)} . \tag{7}$$

The exponents obey Wegner's relation,

$$s=(d-2)\nu . \tag{14}$$

Differentiability of $\beta$ at its zero ties the two phases together: with a kink there, each phase would follow the slope on its own side and (14) would fail.

## An explicit scaling function, independent checks and a film

We keep the following symbols. The conductance of a cube of side $L$ is $g$ in units of $G_u=2e^2/h$; $x=\ln g$; and $\beta(x)=dx/d\ln L$ has its zero at $x_c=\ln g_c$, with slope $1/\nu$. The distance from the zero at the starting length $L_0$ is $\delta=x_0-x_c$. The first half showed that $d\ln\sigma/dx_0=(d-2)/\beta(x_0)$ in the metal and $d\ln\xi_{\rm loc}/dx_0=-1/\beta(x_0)$ in the insulator. Near the zero these give $\sigma\simeq AG_uL_0^{2-d}\delta^{s}$ and $\xi_{\rm loc}\simeq BL_0|\delta|^{-\nu}$, with $s=(d-2)\nu$.

A definite scaling function can be built from scattering. Treat a block as one scatterer of transmission $T$, and count its own resistance without that of the contacts, so that $1/g=(1-T)/T$ and $1+1/g=1/T$. Two such scatterers in series, with reflections $R_i=1-T_i$ and a phase $\varphi$ gathered between them, transmit

$$T_{12}=\frac{T_1T_2}{\left|1-\sqrt{R_1R_2}\,e^{i\varphi}\right|^2}.$$

With $\rho=\sqrt{R_1R_2}<1$, the series $\ln|1-\rho e^{i\varphi}|^2=-2\sum_{m\ge1}\rho^m\cos(m\varphi)/m$ averages to zero over a uniform phase. Thus the average of $\ln(1/T_{12})$ is $\ln(1/T_1)+\ln(1/T_2)$, and $\ln(1+1/g)$ is additive in series.

Join $b$ cubes in series, and then put $b^{d-1}$ such chains in parallel to fill a cube of side $bL$:

$$g'=\frac{b^{d-1}}{(1+1/g)^b-1}. \tag{18}$$

Treating each cube as a single scatterer, and the chains as independent, is an approximation. The $g$ of this model is fixed by the average of $\ln(1+1/g)$, not by the average of $\ln g$ used above. The two agree deep in the insulator, but for two equal scatterers they differ by the factor $1+T$, which approaches 2 at large $g$. For $b=1+\eta$ with small $\eta$, the denominator is $1/g+\eta(1+1/g)\ln(1+1/g)$. Factor out $1/g$ and take the logarithm to first order:

$$\ln g'=\ln g+\eta\left[d-1-(1+g)\ln\left(1+\frac1g\right)\right].$$

Since $\ln b=\eta$ to this order, the bracket is the scaling function of the model,

$$\beta=d-1-(1+g)\ln\left(1+\frac1g\right). \tag{19}$$

At large $g$, $(1+g)\ln(1+1/g)=1+1/(2g)+O(g^{-2})$, so $\beta=d-2-1/(2g)$ plus smaller terms. At small $g$, $\beta\to\ln g+d-1$. Both ends have the required form. The slope is

$$\frac{d\beta}{d\ln g}=-g\left[\ln\left(1+\frac1g\right)-\frac1g\right]=1-g\ln\left(1+\frac1g\right)>0 , \tag{20}$$

because $\ln(1+u)<u$ for $u>0$. Hence $\beta$ rises steadily from $-\infty$ to $d-2$. It has one zero for $d>2$. In $d=2$ it approaches zero from below, and the model has no metal.

In $d=3$ the zero is at $g_c=0.2550$. There $\ln(1+1/g_c)=1.594$, so $(1+g_c)\times1.594=2.000$, as required. The slope is $1-0.2550\times1.594=0.594$, and $\nu=1.68$. This is the exponent of model (19), not a prediction for a particular material.

The relation was tested by integrating the flow numerically from $|\delta|=10^{-4}$ and $10^{-3}$ on each side, and reading $\sigma$ and $\xi_{\rm loc}$ from their definitions at large $L$. In $d=3$ the logarithmic slopes are $s=1.6847$ and $\nu=1.6845$, while (20) gives $\nu=1.6846$. In $d=2.5$ they are $s=1.3363$ and $\nu=2.6720$, so that $(d-2)\nu=1.3360$. In $d=4$ they are $2.4348$ and $1.2173$. Starting farther away, at $\delta=0.3$ in $d=3$, the numerical derivative $d\ln\sigma/dx_0$ is 5.925, equal to $1/\beta(x_0)$ to the digits given.

The role of differentiability was tested too. For $x<x_c$ the term $-\tfrac12(x_c-x)e^{x-x_c}$ was added to (19) in $d=3$. It vanishes at the zero and far below it, but raises the lower slope from 0.594 to 1.094. The integrated flows then give $s=1.685$ and a localization exponent of 0.914. The metal is unaffected, the insulator follows its own slope, and Wegner's relation is lost.

An infinitesimal change of scale is not essential. Let (18) be used with $b=2$, and let a small deviation from its fixed point be multiplied by $\lambda$ at each step. The conductivity of one sample does not depend on the step from which we start to count, so $S(\delta)=b^{-(d-2)}S(\lambda\delta)$. A power $S\propto\delta^s$ requires $\lambda^s=b^{d-2}$, or

$$s=(d-2)\frac{\ln b}{\ln\lambda}.$$

For the localization length, $F(\delta)=bF(\lambda\delta)$ gives $\nu=\ln b/\ln\lambda$. A discrete rule would also allow a factor periodic in $\ln|\delta|$. Iterating from $|\delta|=10^{-5}$ and $10^{-3}$ in $d=3$ gives $s=1.7096$ and $\nu=1.7095$. The exponent differs from that of (19), since the rule is different, but the relation is the same.

These examples all contain one-parameter scaling from the start. The self-consistent theory of localization does not put it in by hand. Its starting equation is taken here as given: interference on returning paths reduces the diffusion constant $D$, and those paths are themselves described by the reduced $D$. At imaginary frequency, with $\omega>0$ and wavenumbers measured in units of a short-distance cutoff,

$$\frac{D}{D_0}=1-\lambda_d\int_0^1\frac{q^{d-1}\,dq}{q^2+\omega/D}. \tag{21}$$

Here $D_0$ is the diffusion constant without this interference and $\lambda_d$ measures the disorder. In the metal $D$ stays finite as $\omega\to0$, the integral becomes $1/(d-2)$, and

$$\frac{D}{D_0}=1-\frac{\lambda_d}{\lambda_c},\qquad \lambda_c=d-2 .$$

With a smooth density of states $\sigma\propto D$, so $s=1$.

In the insulator $D$ vanishes as $\omega\xi_{\rm loc}^2$. The density response $Dq^2/(\omega+Dq^2)$ then becomes $1-1/(1+q^2\xi_{\rm loc}^2)$, whose second term decays in space over the length $\xi_{\rm loc}$. Write $\kappa=1/\xi_{\rm loc}$. Equation (21) now reads $1/\lambda_d=\int_0^1q^{d-1}dq/(q^2+\kappa^2)$. Subtract it from its critical form with $\kappa=0$:

$$\frac1{\lambda_c}-\frac1{\lambda_d}=\kappa^2\int_0^1\frac{q^{d-3}\,dq}{q^2+\kappa^2}. \tag{22}$$

For $2<d<4$ put $q=\kappa t$. The right side becomes $\kappa^{d-2}\int_0^{1/\kappa}t^{d-3}dt/(1+t^2)$, and the integral converges as $\kappa\to0$. The left side is linear in the distance from the transition, so $\nu=1/(d-2)$ and $(d-2)\nu=1=s$.

For $d>4$ the integral in (22) tends to $\int_0^1q^{d-5}dq=1/(d-4)$ and depends on the cutoff. Then $\kappa^2$ is linear in the distance, and $\nu=1/2$. Numerical solution of (21) in $d=5$ gives $s=1.000$ and $\nu=0.500$, whereas $(d-2)\nu=1.500$. The reason can be seen from the conductance at the characteristic length. At a distance $\delta$ it scales as $\sigma\xi^{d-2}\propto\delta^{\,1-(d-2)/2}=\delta^{(4-d)/2}$, which diverges at the transition for $d>4$. It is not a fixed number, so conductance is not a function of $L/\xi$ alone. A second length has entered, and the premise of (14) has failed within this theory.

Now take a film with rough parameters in the regime of amorphous indium oxide: mean free path $l=1$ nm, effective mass $0.30\,m_e$, relative permittivity 9 and thickness 100 nm. Let $L_0=l$, and hold $l$ fixed while the density $n$ changes. With $n=k_F^3/(3\pi^2)$, the Drude conductivity is $\sigma_0=ne^2l/(\hbar k_F)=e^2k_F^2l/(3\pi^2\hbar)$. Multiplying by $l$ and dividing by $G_u=e^2/(\pi\hbar)$,

$$g(L_0)=\frac{(k_Fl)^2}{3\pi},\qquad \delta=\frac23\ln\frac{n}{n_c}. \tag{23}$$

The critical point of model (19) is therefore at $k_Fl=\sqrt{3\pi\times0.2550}=1.55$. The wavenumber is $1.55\ {\rm nm^{-1}}$, and the critical density is $1.55^3/(3\pi^2)=0.126\ {\rm nm^{-3}}$, or $1.26\times10^{20}\ {\rm cm^{-3}}$. The Drude mobility there is $9.8\ {\rm cm^2/Vs}$ and the Fermi energy 0.305 eV. The Drude formula is justified for $k_Fl\gg1$, so its use at $k_Fl=1.55$ is an extrapolation, and these values are estimates. The choice $L_0=l$ is also arbitrary within a factor of order one, and $n_c\propto L_0^{-3/2}$. Taking $L_0=2l$ gives $k_Fl=1.10$ and $n_c=4.4\times10^{19}\ {\rm cm^{-3}}$. At fixed $n/n_c$ it halves the scaling conductivities and doubles the localization lengths quoted below.

The amplitudes in $d=3$ are $A=0.213$ and $B=1.42$, with $AB=0.303$. Let $t=n/n_c-1$, so that $\delta\simeq2t/3$. Since $G_u/l=775$ S/cm, the power law at $t=0.1$ gives

$$\sigma\simeq775\times0.213\times(0.0667)^{1.685}\ {\rm S/cm}\simeq1.72\ {\rm S/cm}.$$

The full flow gives 1.62 S/cm, so the power law is 6% too high relative to it. At $t=0.3$ the values are 11.0 and 9.2 S/cm, an excess of 19%. The excess comes from replacing $\delta$ by $2t/3$: with the exact $\delta$ of (23) the power law is instead 2% and 5% too low. For comparison, the Drude value at $n_c$ is 198 S/cm: interference removes all of it at zero temperature.

A fit over a finite range of density sees a local exponent. By (7) and (23),

$$\frac{d\ln\sigma}{d\ln t}=\frac{2t}{3(1+t)}\,\frac1{\beta(x_0)} . \tag{24}$$

It is 1.68 at $t=0.01$, 1.62 at $t=0.1$ and 1.53 at $t=0.3$. Over this range the fall is due to the relation between $\delta$ and $t$; the local exponent in $\delta$, namely $\delta/\beta(x_0)$, rises to 1.70 and 1.74 at the last two points. Far from the transition $\beta\to1$, and it falls towards $2/3$, the Drude dependence on density at fixed $l$. A low fitted exponent can thus come from a wide fitting range, without any failure of Wegner's relation.

On the insulating side, $\xi_{\rm loc}$ is 127 nm at $n=0.9n_c$ and 17 nm at $0.7n_c$. In the metal the length $G_u/\sigma$ is 479 nm at $t=0.1$ and falls to the film thickness at $t=0.27$. At zero temperature a wide film scales in two dimensions beyond its thickness at any density, and there (19) has no metal. Closer to the transition than about $t=0.27$, this crossover comes before the three-dimensional Ohmic regime has been approached, so that the film does not show the three-dimensional conductivity even at intermediate lengths.

Temperature intervenes first. For strictly non-interacting electrons it would only average the conductivity over energies within a few $k_BT$ of the Fermi level. In a real film inelastic scattering also destroys the interference. If its rate is of order $k_BT/\hbar$, as is assumed here, scaling stops near the length $L_T$ at which the diffusion energy $\hbar D/L^2$ equals $k_BT$. For a critical cube $\sigma=g_cG_u/L$, and the Einstein relation $\sigma=e^2ND$, with $N$ the density of states per energy and volume, gives $D=g_cG_u/(e^2NL)$. Hence

$$L_T=\left(\frac{\hbar g_cG_u}{e^2Nk_BT}\right)^{1/3}. \tag{25}$$

This is 1.7 nm at 300 K, 7.1 nm at 4.2 K and 31 nm at 0.05 K. As a rough criterion, with $L_T$ kept at its value for the critical cube, the zero-temperature conductivity begins to be visible when $G_u/\sigma<L_T$; at equality the conductivity $g(L)G_u/L$ of the cube still exceeds $\sigma$ by 45%. That requires $t>1.8$ at 4.2 K and $t>0.59$ at 0.05 K, where the local exponent is 1.43 rather than 1.68. At 300 K the condition is $t>6.9$, far outside the range where a critical law has meaning. Diffusion is faster in the metal than at the critical point, so $L_T$ is longer there, which lowers these thresholds by roughly a quarter to a third, depending on whether $D$ is taken from the final conductivity or from the conductance at the length $L_T$ itself. Even at 0.05 K the asymptotic region of this model film is hidden. Since $L_T\propto T^{-1/3}$, it would reach 100 nm near $0.05\times(31.2/100)^3$ K, or 1.5 mK, so at 0.05 K the film still scales as three-dimensional near $n_c$. The field must also be small: a drop of $k_BT/e$ over $L_T$ at 0.05 K corresponds to 1.4 V/cm.

Real amorphous indium oxide has, roughly, densities around $10^{20}\ {\rm cm^{-3}}$ and mobilities of order $10\ {\rm cm^2/Vs}$ when it conducts well, so the chosen numbers are not far from typical. Its mean free path need not stay fixed as the density changes, but a smooth change in $l$ alters the amplitude, not the exponent, provided that $\delta$ stays linear at $n_c$. Zero temperature is the assumption that devices break most plainly. At $n_c$ the estimate $g_cG_u/L_T$ gives about 115 S/cm at 300 K and 28 S/cm at 4.2 K, in place of zero. Interactions cannot be neglected either. The ratio $r_s=0.78$ is moderate, but slow diffusion strengthens their effect, and together with spin-orbit scattering they can change $\nu$ or add further scaling variables. Such films can also become superconducting at low temperature, which lies outside this theory.

The critical density is less secure than the exponent relation. The leading interference correction of perturbation theory, taken here as given, lowers the conductivity in units of $G_u$ by $2\int d^3q/[(2\pi)^3q^2]$ over wavenumbers from $q_{\min}$ to about $1/l$. Its size-dependent part adds $q_{\min}L/\pi^2$ to $g$, so $\beta=1-\gamma/g$ with $\gamma=q_{\min}L/\pi^2$. This is 0.10 for $q_{\min}=1/L$ and 0.32 for $\pi/L$, against 0.50 in (19). Rescaling the conductance unit of the model to match these tails multiplies $g_c$ by $\gamma/0.50$. By (23) it multiplies $n_c$ by the $3/2$ power of that ratio, 0.09 or 0.51. With these two cutoffs the critical density would be lower by a factor of two or eleven, while $\nu$, $s$ and their relation would stay as they are. These factors are not bounds. A sum over the diffusion modes of a cube with leads adds to $\gamma$ a term of size $\ln(L/l)/(2\pi)$, negative for hard side walls and positive for periodic ones. Values of $k_Fl$ reported at the transition in amorphous indium oxide are a few tenths, and at fixed $l$ a value of 0.3 would lower $n_c$ by a factor of about 140, so the model does not predict where a real film becomes insulating. The full set of values is in the numerical output.

## Numbers as computed

```
MODEL FLOW: d, nu from slope, nu from xi, s from sigma
  2.5  2.6722  2.6720  1.3363
  3.0  1.6846  1.6845  1.6847
  4.0  1.2174  1.2173  2.4348
d=3 critical g_c = 0.2550 (units 2e^2/h)
d=3 amplitudes A = 0.2128, B = 1.4244, A*B = 0.3031
at delta=0.3: dln(sigma)/dx0 = 5.9250, 1/beta = 5.9250
kinked beta, d=3: s = 1.6847, nu_loc = 0.9145
factor-2 recursion, d=3: s = 1.7096, nu = 1.7095
SELF-CONSISTENT THEORY: d, s, nu, (d-2)*nu
  2.5  1.0000  2.0000  1.0000
  3.0  1.0000  1.0000  1.0000
  5.0  1.0000  0.5001  1.5004
FILM (rough inputs, regime of amorphous indium oxide)
mean free path 1.0 nm, mass 0.30 m_e, permittivity 9, film 100 nm
G_u = 77.48 uS, G_u/l = 774.8 S/cm
critical density = 1.258e+20 cm^-3
k_F = 1.550 nm^-1, k_F*l = 1.550
Drude mobility = 9.80 cm2/Vs, E_F = 0.305 eV
Drude conductivity at n_c = 197.6 S/cm
METAL: n/n_c-1, sigma S/cm, power law S/cm, G_u/sigma nm, local s
  0.01  0.0354  0.0356  21909.7  1.678
  0.03  0.2222  0.2265  3487.0  1.666
  0.10  1.6174  1.7216  479.1  1.625
  0.30  9.2040  10.9567  84.2  1.528
INSULATOR: 1-n/n_c, localization length nm
  0.01  6555.1
  0.03  1016.5
  0.10  127.5
  0.30  17.1
NEGLECTED EFFECTS
T K, thermal length nm, sigma(n_c) S/cm, n/n_c-1 hidden below, local s there
  300  1.72  114.96  6.873  0.944
  4.2  7.13  27.71  1.803  1.197
  0.05  31.23  6.33  0.586  1.426
film thickness reached by G_u/sigma at n/n_c-1 = 0.2682
kT/E_F at 300 K = 0.085
interaction parameter r_s = 0.78
field for kT/e per thermal length, 0.05 K = 1.38 V/cm
tail c: model 0.500, perturbative 0.101 (cutoff 1/L); n_c factor 0.091
tail c: model 0.500, perturbative 0.318 (cutoff pi/L); n_c factor 0.508
```
